# Screened KKR: a sparse matrix with a long-ranged inverse: verification in Python

```python
"""Screened KKR: the matrix to invert is short-ranged, its inverse is not.

Result under test, for a simple cubic crystal of s-wave scatterers:
  M = 1/dt - Gref, with dt = t - tref, has exponentially decaying elements,
  but G(R) = (1/M)(R)/dt**2 (R nonzero) falls as 1/R at a real band energy:
  (1/M)(n) ~ exp(i*theta*n) / (2*pi*n*Myy) along [100], R = n*a.
Symbols: g free structural Green function, t and tref single-site t-matrices,
Gref reference structural Green function, theta = k*a, Myy second transverse
derivative of M(theta) at the point theta of the constant-energy surface.
Units: energy Ry, length bohr, hbar^2/2m = 1 Ry bohr^2;
Green functions are in 1/(Ry bohr^3).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc

A = 6.0            # lattice constant
RADIUS = 2.8       # sphere radius
WELL = -0.1        # physical potential inside the spheres
BARRIER = 8.0      # reference potential inside the spheres
ENERGY = 0.1
SHIFT = 0.2        # size of the contour deformation
GRID = 200         # Brillouin-zone points per direction
SIZE = 20          # Gref elements kept for n = 0 ... SIZE-1 per direction
SHORT = 11         # smaller cut-off, to show the effect of the tail


def inverse_t(energy, potential):
    """1/t for a square well or barrier, s wave."""
    q = np.sqrt(energy + 0j)
    p = np.sqrt(energy - potential + 0j)
    # Logarithmic derivative of sin(p r); its limit for p = 0 is 1/RADIUS.
    slope = p / np.tan(p * RADIUS) if p != 0 else 1 / RADIUS
    cot = 1 / np.tan(q * RADIUS)
    q_cot_delta = q * (slope * cot + q) / (q * cot - slope)
    return -(q_cot_delta - 1j * q) / (4 * np.pi)


def series(coef, tx, ty, tz):
    """Even Fourier series on a product grid, from coefficients n >= 0."""
    n = np.arange(coef.shape[0])
    mult = np.where(n > 0, 2.0, 1.0)
    cx, cy, cz = [np.cos(np.outer(t, n)) * mult for t in (tx, ty, tz)]
    part = np.tensordot(cx, coef, axes=(1, 0))
    part = np.tensordot(part, cy, axes=(1, 1))
    return np.tensordot(part, cz, axes=(1, 1))


def structure(energy, tx, ty, tz):
    """Lattice sum of g(R) exp(ik.R) over nonzero R, by Ewald's method."""
    q = np.sqrt(energy + 0j)
    eta = np.sqrt(np.pi) / A
    x = 1j * q / (2 * eta)
    coef = np.zeros((4, 4, 4), complex)
    for n in itertools.product(range(4), repeat=3):
        if n == (0, 0, 0):
            coef[n] = (1j * q * (1 + erf(x)) / (4 * np.pi)
                       + eta * np.exp(-x * x) / (2 * np.pi**1.5))
        else:
            r = A * np.sqrt(sum(i * i for i in n))
            coef[n] = -(np.exp(1j * q * r) * erfc(eta * r + x)
                        + np.exp(-1j * q * r) * erfc(eta * r - x)) / (8 * np.pi * r)
    total = series(coef, tx, ty, tz).astype(complex)
    for m in itertools.product(range(-3, 4), repeat=3):
        kx, ky, kz = [(t + 2 * np.pi * i) / A for t, i in zip((tx, ty, tz), m)]
        k2 = (kx**2)[:, None, None] + (ky**2)[None, :, None] + (kz**2)[None, None, :]
        total += np.exp((energy - k2) / (4 * eta**2)) / (energy - k2) / A**3
    return total


def zone_grid(points, shift):
    """Half of the periodic grid (even integrands), moved below outgoing poles."""
    s = np.linspace(0, np.pi, points // 2 + 1)
    weight = np.full(s.size, 2.0 / points)
    weight[[0, -1]] /= 2
    return s - 1j * shift * np.sin(s), weight * (1 - 1j * shift * np.cos(s))


def reference(energy, barrier=BARRIER):
    """Real-space elements of Gref, and dt."""
    theta = np.linspace(0, np.pi, 25)
    weight = np.full(theta.size, 1.0 / 24)
    weight[[0, -1]] /= 2
    ur = inverse_t(energy, barrier)
    gref = ur**2 / (ur - structure(energy, theta, theta, theta)) - ur
    c = np.cos(np.outer(np.arange(SIZE), theta)) * weight
    coef = np.einsum('ia,jb,kc,abc->ijk', c, c, c, gref, optimize=True)
    return coef, 1 / inverse_t(energy, WELL) - 1 / ur


def axis_elements(values, theta, weight, ns):
    """Fourier coefficients (n,0,0) of values given on the zone grid."""
    line = (values @ weight) @ weight
    return np.array([np.sum(weight * np.cos(n * theta) * line) for n in ns])


def physical(coef, dt, ns, points=GRID, shift=SHIFT):
    """Off-site physical G along [100] from the screened matrix."""
    theta, weight = zone_grid(points, shift)
    m = 1 / dt - series(coef, theta, theta, theta)
    return axis_elements(1 / m, theta, weight, ns) / dt**2


def m_point(coef, dt, tx, ty=0.0):
    return 1 / dt - series(coef, np.array([tx]), np.array([ty]), np.zeros(1))[0, 0, 0]


def surface_point(energy, coef, dt):
    """theta on the [100] axis where M vanishes."""
    ur = inverse_t(energy, BARRIER)
    return brentq(lambda x: (m_point(coef, dt, x) / ur**2).real, 0.1, np.pi)


# Single-site t-matrix against its defining integral over the potential.
q = np.sqrt(ENERGY)
p = np.sqrt(ENERGY - WELL)
u = inverse_t(ENERGY, WELL)
ur = inverse_t(ENERGY, BARRIER)
delta = np.arctan(q / (-4 * np.pi * u.real))
delta_ref = np.arctan(q / (-4 * np.pi * ur.real))
norm = np.exp(1j * delta) * np.sin(q * RADIUS + delta) / (q * np.sin(p * RADIUS))
integral = quad(lambda r: np.sin(q * r) / q * WELL * np.sin(p * r), 0, RADIUS)[0]
assert abs(4 * np.pi * norm * integral * u - 1) < 1e-9

# Ewald sum against the direct sum at a negative energy.
angles = [np.array([v]) for v in (0.7, 1.1, 2.0)]
direct = 0.0
for n in itertools.product(range(-8, 9), repeat=3):
    if n != (0, 0, 0):
        r = A * np.sqrt(sum(i * i for i in n))
        phase = sum(i * v[0] for i, v in zip(n, angles))
        direct -= np.exp(-np.sqrt(0.5) * r) * np.cos(phase) / (4 * np.pi * r)
assert abs(structure(-0.5, *angles)[0, 0, 0] - direct) < 1e-11

# Reference: exponential decay at an energy where g itself decays as 1/R.
coef, dt = reference(ENERGY)
gref_axis = np.abs(coef[:, 0, 0])
assert gref_axis[8] / gref_axis[1] < 1e-5
rate_ref = np.log(gref_axis[2] / gref_axis[6]) / 4

# The constant-energy surface is closed around the zone centre.
theta, _ = zone_grid(32, 0.0)
m_scaled = (1 / dt - series(coef, theta, theta, theta)) / ur**2
assert np.max(np.abs(m_scaled.imag)) < 1e-8 * np.max(np.abs(m_scaled.real))
assert np.all(m_scaled[-1].real * m_scaled[0, 0, 0].real < 0)

# Physical G: screened road against the unscreened KKR inverse.
theta, weight = zone_grid(40, SHIFT)
bare = u**2 / (u - structure(ENERGY, theta, theta, theta))
bare_axis = axis_elements(bare, theta, weight, range(1, 6))
diff_bare, diff_short = [
    np.max(np.abs(physical(c, dt, range(1, 6), points=40) / bare_axis - 1))
    for c in (coef, coef[:SHORT, :SHORT, :SHORT])]
assert diff_bare < 1e-6
assert diff_short > 10 * diff_bare

ns = [1, 2, 4, 6, 8, 10, 20, 40]
g_phys = dict(zip(ns, physical(coef, dt, ns)))
finer = physical(coef, dt, [40], points=240)[0]
assert abs(finer / g_phys[40] - 1) < 1e-5

# Another reference barrier leaves the physical G unchanged.
coef4, dt4 = reference(ENERGY, barrier=4.0)
diff_barrier = abs(physical(coef4, dt4, [10])[0] / g_phys[10] - 1)
assert diff_barrier < 1e-6

# Asymptotic 1/R law, amplitude and phase.
theta_star = surface_point(ENERGY, coef, dt)
h = 0.003
myy = 2 * (m_point(coef, dt, theta_star, h) - m_point(coef, dt, theta_star)) / h**2
law = {n: np.exp(1j * theta_star * n) / (2 * np.pi * n * myy * dt**2) for n in ns}
err = {n: abs(g_phys[n] / law[n] - 1) for n in (10, 20, 40)}
assert err[40] < 0.1 and 0.35 < err[40] / err[20] < 0.65

# A strictly finite-range M still has a 1/R inverse.
i = np.arange(coef.shape[0])
dist2 = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
mult = np.where(i > 0, 2, 1)
mult3 = mult[:, None, None] * mult[None, :, None] * mult[None, None, :]
keep = dist2 <= 8
neighbours = int(np.sum(mult3[keep])) - 1
coef_cut = np.where(keep, coef, 0)
cut20, cut40 = np.abs(physical(coef_cut, dt, [20, 40]))
theta_cut = surface_point(ENERGY, coef_cut, dt)
assert abs(40 * cut40 / (20 * cut20) - 1) < 0.1

# Complex energy: damping given by the motion of the pole.
eta_im = 0.01
coef_c, dt_c = reference(ENERGY + 1j * eta_im)
damped = physical(coef_c, dt_c, [10, 20, 40])
undeformed = physical(coef_c, dt_c, [10], shift=0.0)[0]
assert abs(undeformed / damped[0] - 1) < 1e-4
damping = np.log(20 * abs(damped[1]) / (40 * abs(damped[2]))) / 20
step = 0.002
ends = [surface_point(e, *reference(e)) for e in (ENERGY - step, ENERGY + step)]
damping_law = eta_im * (ends[1] - ends[0]) / (2 * step)
assert abs(damping / damping_law - 1) < 0.05

# Real energy below the band (the floor of the wells): exponential decay.
low_energy = WELL
low5, low10 = np.abs(physical(*reference(low_energy), [5, 10], shift=0.0))
assert low10 / low5 < 1e-2

# Finite clusters: good for the reference, poor for the physical system.
cluster = []
for radius in (3, 5):
    span = range(-radius, radius + 1)
    sites = np.array([n for n in itertools.product(span, repeat=3)
                      if sum(j * j for j in n) <= radius**2])
    d = A * np.sqrt(((sites[:, None] - sites[None])**2).sum(-1))
    np.fill_diagonal(d, 1.0)
    g = -np.exp(1j * q * d) / (4 * np.pi * d)
    np.fill_diagonal(g, 0.0)
    centre = int(np.where((sites == [0, 0, 0]).all(1))[0][0])
    near = int(np.where((sites == [1, 0, 0]).all(1))[0][0])
    errors = []
    for inv_t, target in ((ur, coef[1, 0, 0]), (u, g_phys[1])):
        column = np.linalg.solve(np.eye(len(sites)) - g / inv_t, g[:, near])
        errors.append(abs(column[centre] / target - 1))
    cluster.append((radius, len(sites), *errors))
assert cluster[1][2] < 1e-4
assert cluster[1][3] > 1e-3 and cluster[1][3] > 100 * cluster[1][2]

print(f"lattice constant {A} bohr, sphere radius {RADIUS} bohr")
print(f"well {WELL} Ry, barrier {BARRIER} Ry, energy {ENERGY} Ry")
print(f"free wavevector q = {q:.5f} 1/bohr")
print(f"phase shifts: well {delta:.5f}, barrier {delta_ref:.5f} rad")
print(f"1/t    = {u:.6f} 1/(Ry bohr^3)")
print(f"1/tref = {ur:.6f} 1/(Ry bohr^3)")
print(f"1/dt   = {1 / dt:.6f} 1/(Ry bohr^3)")
print("moduli along [100] in 1/(Ry bohr^3); R|G| in 1/(Ry bohr^2)")
print("  n  R(bohr)    |g|        |Gref|     |G|        R|G|")
for n in ns:
    ref = f"{gref_axis[n]:.3e}" if n <= 8 else "    -    "
    print(f"{n:3d} {n * A:7.1f}  {1 / (4 * np.pi * n * A):.3e}  {ref}"
          f"  {abs(g_phys[n]):.3e}  {n * A * abs(g_phys[n]):.5f}")
print(f"mean decay rate of |Gref|, n=2 to 6: {rate_ref:.3f} per cell")
print("max rel. difference screened/bare G, n=1-5:")
print(f"   Gref kept to {SIZE - 1} cells per axis: {diff_bare:.1e}")
print(f"   Gref kept to {SHORT - 1} cells per axis: {diff_short:.1e}")
print(f"rel. change of G(n=10), barrier 4 Ry: {diff_barrier:.1e}")
print(f"surface point theta = {theta_star:.5f}, k = {theta_star / A:.5f} 1/bohr")
print(f"Myy = {myy:.6f} 1/(Ry bohr^3)")
print(f"asymptotic R|G| = {A * abs(law[1]):.5f} 1/(Ry bohr^2)")
for n in (10, 20, 40):
    print(f"rel. error of asymptotic law at n={n}: {err[n]:.5f}")
print(f"truncated M: {neighbours} neighbours kept, |n|^2 <= 8")
print(f"truncated M: theta = {theta_cut:.5f}")
print(f"truncated M: R|G| at n=20, 40: {20 * A * cut20:.5f}, {40 * A * cut40:.5f}"
      " 1/(Ry bohr^2)")
print(f"imaginary energy {eta_im} Ry: damping {damping:.5f} per cell")
print(f"damping from pole motion: {damping_law:.5f} per cell")
print(f"damping length of |G|: {A / damping:.2f} bohr")
print(f"|G| at {low_energy} Ry, n=5, 10: {low5:.3e}, {low10:.3e} 1/(Ry bohr^3)")
for radius, count, e_ref, e_phys in cluster:
    print(f"cluster radius {radius} cells, {count} sites, rel. error at n=1:")
    print(f"   Gref {e_ref:.2e}, physical G {e_phys:.2e}")
print("all good")
```

Running it gives:

```
lattice constant 6.0 bohr, sphere radius 2.8 bohr
well -0.1 Ry, barrier 8.0 Ry, energy 0.1 Ry
free wavevector q = 0.31623 1/bohr
phase shifts: well 0.24890, barrier -0.77340 rad
1/t    = -0.099005+0.025165j 1/(Ry bohr^3)
1/tref = 0.025776+0.025165j 1/(Ry bohr^3)
1/dt   = -0.025526-0.014768j 1/(Ry bohr^3)
moduli along [100] in 1/(Ry bohr^3); R|G| in 1/(Ry bohr^2)
  n  R(bohr)    |g|        |Gref|     |G|        R|G|
  1     6.0  1.326e-02  1.143e-02  8.718e-03  0.05231
  2    12.0  6.631e-03  1.495e-03  4.278e-03  0.05133
  4    24.0  3.316e-03  3.645e-05  2.213e-03  0.05311
  6    36.0  2.210e-03  1.118e-06  1.485e-03  0.05346
  8    48.0  1.658e-03  4.018e-08  1.117e-03  0.05362
 10    60.0  1.326e-03      -      8.950e-04  0.05370
 20   120.0  6.631e-04      -      4.485e-04  0.05382
 40   240.0  3.316e-04      -      2.244e-04  0.05385
mean decay rate of |Gref|, n=2 to 6: 1.800 per cell
max rel. difference screened/bare G, n=1-5:
   Gref kept to 19 cells per axis: 3.8e-12
   Gref kept to 10 cells per axis: 2.1e-06
rel. change of G(n=10), barrier 4 Ry: 4.8e-12
surface point theta = 2.22339, k = 0.37056 1/bohr
Myy = -0.000370-0.015414j 1/(Ry bohr^3)
asymptotic R|G| = 0.05387 1/(Ry bohr^2)
rel. error of asymptotic law at n=10: 0.01066
rel. error of asymptotic law at n=20: 0.00547
rel. error of asymptotic law at n=40: 0.00276
truncated M: 92 neighbours kept, |n|^2 <= 8
truncated M: theta = 2.15532
truncated M: R|G| at n=20, 40: 0.07079, 0.07179 1/(Ry bohr^2)
imaginary energy 0.01 Ry: damping 0.07828 per cell
damping from pole motion: 0.07839 per cell
damping length of |G|: 76.64 bohr
|G| at -0.1 Ry, n=5, 10: 1.783e-06, 9.149e-10 1/(Ry bohr^3)
cluster radius 3 cells, 123 sites, rel. error at n=1:
   Gref 1.06e-04, physical G 1.02e-01
cluster radius 5 cells, 515 sites, rel. error at n=1:
   Gref 3.34e-07, physical G 1.31e-01
all good
```
